\section*{Overlay from Two Weak Gratings and Its Blind Phases}

\section{Definitions and conventions}

Two gratings of equal pitch $P$ lie one above the other in a stack of planar layers. Put $K=2\pi/P$. The axis $x$ runs across the lines and $z$ points upward; the stack occupies $z<0$ and a transparent uniform medium fills $z>0$. The upper grating is displaced along $x$ by $\delta$, the overlay, relative to the lower one. Each grating, taken alone, is mirror symmetric about the centre of a line, and at $\delta=0$ both gratings have such a centre at $x=0$.

Light of frequency $\omega$ falls normally from above with its electric field $E$ along the lines. Fields vary as $e^{-i\omega t}$, so $e^{iqz}$ with $q>0$ travels upward. In atomic units $k_0=\omega/c$. The relative permittivity is
\begin{equation}
\varepsilon(z)+\eta(x,z),\qquad
\eta=\eta^{t}(x-\delta,z)+\eta^{b}(x,z),
\end{equation}
where $\varepsilon(z)$ contains the mean permittivity of each grating layer. The contrasts $\eta^t$ and $\eta^b$ of the top and bottom gratings therefore average to zero over a period. Weak gratings are those for which the scattered amplitude may be kept to first order in $\eta$.

Above the stack the incident wave is $e^{-ikz}$, with $k=\sqrt{\varepsilon_a}\,k_0$ and $\varepsilon_a$ the permittivity there. The reflected orders $m=\pm1$ are $A_{\pm1}e^{\pm iKx+iqz}$ with $q=\sqrt{k^2-K^2}$, taken real. Power flow along $z$ is proportional to the vertical wavenumber times the squared amplitude, so the fraction of incident power in each order is
\begin{equation}
I_{\pm}=\frac{q}{k}|A_{\pm1}|^2 .
\end{equation}
Let $a$ and $b$ be the first-order amplitudes scattered by the top and bottom gratings at zero displacement, and $\beta=\arg(b/a)$. The result to be derived, at leading order in the contrast, is
\begin{equation}
\Delta I\equiv I_+-I_-=-4\frac{q}{k}|a||b|\sin\beta\,\sin K\delta .
\label{eq:law}
\end{equation}
The minus sign depends on the chosen sense of $\delta$, the naming of the orders and the definition of $\beta$ as $\arg(b/a)$ rather than $\arg(a/b)$. Changing the time factor to $e^{+i\omega t}$ reverses $\beta$. The minus sign then survives if the orders are still named by $e^{\pm iKx}$, because those labels exchange their directions of travel, and it turns into a plus if the orders are named by direction.

\section{First derivation: scattering from planar fields}

The field obeys
\begin{equation}
\left[\partial_x^2+\partial_z^2+k_0^2(\varepsilon+\eta)\right]E=0 .
\end{equation}
Write $E=u_0(z)+\phi(x,z)$, where $u_0$ is the field of the planar stack under normal incidence, so that $u_0''+k_0^2\varepsilon u_0=0$. Subtracting this equation leaves $-k_0^2\eta(u_0+\phi)$ as the source of $\phi$. Since $\phi$ is itself of first order, $\eta\phi$ is of second order and is dropped. With $\phi=\sum_m\phi_m(z)e^{imKx}$ and $\eta=\sum_m\eta_m(z)e^{imKx}$,
\begin{equation}
\phi_m''+(k_0^2\varepsilon-m^2K^2)\phi_m=-k_0^2\eta_m u_0 .
\label{eq:phi}
\end{equation}

For $m=\pm1$ this is solved with a Green function $g(z,z')$ that obeys the same equation with $\delta(z-z')$ on the right. It is continuous at $z=z'$, its slope jumps there by one, and its waves leave the stack on both sides. Two solutions of the homogeneous equation are needed. The first, $u_K$, is the planar-stack field for a wave of lateral wavenumber $K$ and unit amplitude arriving from above; below the stack it contains a departing or decaying wave. The second, $v$, equals $e^{iqz}$ above the stack. Hence, with $z_<$ and $z_>$ the lower and higher of $z,z'$,
\begin{equation}
g=\frac{u_K(z_<)\,v(z_>)}{W},\qquad W=u_Kv'-u_K'v .
\end{equation}
The slope jump is $(u_Kv'-u_K'v)/W=1$, as required. $W$ does not depend on $z$, because $W'=u_Kv''-u_K''v$ and both functions obey the same equation. It can be evaluated above the stack, where $u_K=e^{-iqz}+re^{iqz}$:
\begin{align}
u_Kv'&=iq\left(1+re^{2iqz}\right),\\
u_K'v&=-iq+iq\,re^{2iqz},\\
W&=2iq .
\end{align}
For $z>0$ the source lies below the observer, so $\phi_m=-(k_0^2/2iq)\,e^{iqz}\int\eta_m u_0u_K\,dz'$. Since $-1/i=i$,
\begin{equation}
A_m=\frac{ik_0^2}{2q}\int\eta_m(z)\,u_0(z)\,u_K(z)\,dz,\qquad m=\pm1 .
\label{eq:born}
\end{equation}
The factor $u_0$ carries light down to the scatterer and $u_K$ carries it back out; each includes the reflections at the planar interfaces.

Displacement changes the top coefficient to
\begin{equation}
\frac1P\int_0^P\eta^t(x-\delta)e^{-imKx}dx=e^{-imK\delta}\eta^t_m ,
\end{equation}
as the substitution $x\to x+\delta$ shows. Mirror symmetry gives $\eta_{-1}=\eta_1$ for each grating at zero displacement. Thus
\begin{equation}
A_{\pm1}=a\,e^{\mp iK\delta}+b,
\label{eq:sum}
\end{equation}
with $a$ and $b$ given by (\ref{eq:born}) for the respective grating. Using $a^*b=|a||b|e^{i\beta}$,
\begin{align}
|A_{\pm1}|^2&=|a|^2+|b|^2+2\,\mathrm{Re}\left(a^*b\,e^{\pm iK\delta}\right)\nonumber\\
&=|a|^2+|b|^2+2|a||b|\cos(\beta\pm K\delta).
\label{eq:cos}
\end{align}
Since $\cos(\beta+K\delta)-\cos(\beta-K\delta)=-2\sin\beta\sin K\delta$, subtraction and the factor $q/k$ give (\ref{eq:law}). The sensitivity is
\begin{equation}
\frac{d\Delta I}{d\delta}=-4\frac{q}{k}K|a||b|\sin\beta\cos K\delta .
\label{eq:slope}
\end{equation}

Displacement advances the relative phase in one order and retards it in the other. When $\beta=n\pi$, with $n$ an integer, the cosine in (\ref{eq:cos}) has the same value for both signs of $K\delta$, so both orders change equally and their difference carries no overlay signal at leading order. At $\delta=\pm P/4$ the slope vanishes for any $\beta$, but there the signal itself is at an extremum.

\section{Two stacks with a simple phase}

\textbf{Uniform medium.} Let two identical gratings lie in a medium of index $n_f$ that also fills the space above and below. Then $u_0u_K=e^{-i(k+q)z}$, with $k=n_fk_0$. Lowering a grating by $D$ multiplies (\ref{eq:born}) by $e^{i(k+q)D}$, so
\begin{equation}
\beta=(k+q)D .
\label{eq:uniform}
\end{equation}
The blind centre distances are $D=n\pi/(k+q)$. For $n_f=1.5$, wavelength 600 nm, $P=850$ nm and $n=3$ this is 318.750 nm. A numerical solution of the full Helmholtz equation by coupled waves, with grating permittivity varying by $\pm0.01$, places the sign change at the same printed value.

\textbf{Total reflector below.} Let all layers and gratings be lossless and let the substrate reflect totally without loss, for both lateral wavenumbers. The field decays in the substrate with a real ratio $u'/u$, and the equation above it has real coefficients. Each of $u_0$ and $u_K$ is then a real function times a complex constant. These constants are common to $a$ and $b$, so $b/a$ is real and $\beta$ is $0$ or $\pi$ at every spacing. The leading overlay signal is absent, whatever the path between the gratings. With a substrate permittivity of $-25$, the gratings of the example below at 0.02 of their contrast, wavelength 560 nm, $\delta=60$ nm and four spacers from 210 to 370 nm, the coupled-wave signal is at most $4.7\times10^{-5}$ of $4(q/k)|a||b|$.

\section{Second derivation: symmetry of the intensities}

The law also follows without solving for the scattered field. Multiply the two contrasts by scale factors $\tau$ (top) and $\sigma$ (bottom).

\textbf{Translation.} If $E(x,z)$ is the field for some structure, $E(x-\delta,z)$ is the field for the displaced structure, because a normally incident wave does not depend on $x$. Order $m$ thereby acquires the factor $e^{-imK\delta}$. A single grating has intensities independent of its position.

\textbf{Perturbation order.} The planar stack sends nothing into $m=\pm1$, so these amplitudes begin with terms linear in $\tau$ and $\sigma$. The intensities begin with
\begin{equation}
I_\pm=\tau^2F_\pm+\sigma^2G_\pm+\tau\sigma H_\pm(\delta).
\end{equation}
$F_\pm$ and $G_\pm$ are the intensities of single gratings and do not depend on $\delta$. $H_\pm$ comes from the product of one amplitude with the conjugate of the other. One of them carries $e^{\mp iK\delta}$ and the other no $\delta$, so $H_\pm$ contains $\cos K\delta$ and $\sin K\delta$ and no other harmonic.

\textbf{Reflection.} The mirror operation $x\to-x$ leaves the incident wave and each symmetric grating unchanged, reverses $\delta$ and exchanges the orders. Hence $I_+(\delta)=I_-(-\delta)$ and
\begin{equation}
\Delta I(-\delta)=I_-(\delta)-I_+(\delta)=-\Delta I(\delta).
\label{eq:odd}
\end{equation}
An odd function has no constant and no cosine, so at leading order
\begin{equation}
\Delta I=C\sin K\delta .
\end{equation}

\textbf{The constant.} Set $\tau=\sigma=1$ and $\delta=P/4$, where $K\delta=\pi/2$ and $\Delta I=C$. The top amplitude is multiplied by $e^{\mp i\pi/2}=\mp i$, while mirror symmetry gives a single grating the same amplitude in both orders. With $ab^*=|a||b|e^{-i\beta}$,
\begin{align}
|b\mp ia|^2&=|a|^2+|b|^2+2\,\mathrm{Re}(\mp i\,ab^*)\nonumber\\
&=|a|^2+|b|^2\pm2\,\mathrm{Im}(ab^*)\nonumber\\
&=|a|^2+|b|^2\mp2|a||b|\sin\beta .
\end{align}
The difference, multiplied by $q/k$, is $C=-4(q/k)|a||b|\sin\beta$, which is (\ref{eq:law}) again.

\section{What each derivation assumes}

Both use normal incidence, mirror-symmetric gratings, planar layers between them and leading order in the contrast. The first also uses the scalar equation for $E$ along the lines. In return it supplies $a$, $b$ and $\beta$ from planar-stack fields, and so predicts where the blind points lie.

The second uses translation, reflection and the linearity of the first-order amplitude. The scalar equation for the magnetic field along the lines shares these properties, so the law holds for that polarization too, with its own $a$ and $b$, which are not calculated here. This derivation cannot locate a blind point. It does separate what depends on weakness from what does not: (\ref{eq:odd}) made no use of small contrast, so $\Delta I$ is odd in $\delta$ for strong symmetric gratings as well, whereas the pure sine and the factor $\sin\beta$ belong to leading order.

For half-filled gratings the next correction is small for a definite reason. A second-order path from order 0 through order $n$ to order 1 carries the product $\eta_{1-n}\eta_n$. One of $n$ and $1-n$ is even, and the even coefficients of a half-filled grating vanish, including $\eta_0$. The amplitude correction is therefore of third order, a relative correction of second order. In the coupled-wave solution at 560 nm and $\delta=40$ nm, doubling the contrast from 0.05 to 0.1 of that in the example multiplies the relative amplitude error by 3.999; the expected factor is 4.

\section{A resist grating over a buried grating}

Take $P=850$ nm and, from the top: a 30 nm resist grating in air, 300 nm of oxide, a 30 nm grating of nitride and oxide, 100 nm of oxide, and silicon. The indices are 1.6, 1.5, 2.0 and 4.0 for resist, oxide, nitride and silicon, held constant with wavelength. Both gratings are half filled.

At 0.02 of this contrast the complex amplitudes (\ref{eq:sum}) were tested against the coupled-wave solution at 500, 560, 650 and 720 nm, for five displacements between $-60$ and 330 nm. The largest error was $4.8\times10^{-5}$ of $|a|+|b|$. The sine law was in error by at most $2.8\times10^{-5}$ of $4(q/k)|a||b|$.

At the full contrast the slopes at $\delta=0$, in $10^{-6}$ of the incident power per nm, are:

\begin{center}
\begin{tabular}{rrrrrr}
nm & $\beta/\pi$ & $|a|$ & $|b|$ & weak & full\\
\hline
480 & 0.011 & 0.095 & 0.105 & $-8.5$ & $-17.5$\\
500 & 1.935 & 0.151 & 0.129 & 94 & 55\\
540 & 1.831 & 0.148 & 0.146 & 249 & 213\\
600 & 1.457 & 0.033 & 0.122 & 84 & 111\\
640 & 0.967 & 0.029 & 0.117 & $-6.8$ & $-6.7$\\
740 & 0.234 & 0.082 & 0.160 & $-129$ & $-131$
\end{tabular}
\end{center}

``Weak'' is (\ref{eq:slope}) and ``full'' is the coupled-wave result. At 540 nm, $q/k=\sqrt{1-(540/850)^2}=0.772$, $K=0.00739$ nm$^{-1}$ and $\sin(1.831\pi)=-0.506$, so
\begin{equation}
4(0.772)(0.00739)(0.1483)(0.1455)(0.506)
=2.49\times10^{-4}\ \mathrm{nm}^{-1}.
\end{equation}
The full slope is 15\% below this. A phase far from $n\pi$ is not sufficient for a strong signal: at 600 nm $\sin\beta$ is near $-1$, yet the weak slope is a third of that at 540 nm because $|a|$ is small.

Among the tabulated wavelengths, the difference between the two slopes, relative to the weak one, is largest at 480 nm, beside the blind point between 480 and 500 nm. A small slope does not by itself imply a large relative difference: at 640 nm the two slopes agree within about 2\%. At 600 nm the full slope is 32\% above the weak one. The cause of this difference was not isolated.

The other blind point is at 636.3 nm (1.949 eV) by the weak formula and 636.6 nm (1.948 eV) at full contrast. Equation (\ref{eq:uniform}), applied to the 330 nm between grating centres as if all of it were oxide, gives $2.904\pi$ at the former wavelength instead of $3\pi$. Used alone, it would put the blind point at 618.6 nm, an error of 18 nm. The phase that matters is that of $b/a$, reflections included.

\section{Reading overlay, and its errors}

Two pads with added displacements $\pm d_0$ remove the unknown factor $C$. Their signals are $S_\pm=C\sin K(\delta\pm d_0)$, so
\begin{align}
S_++S_-&=2C\sin K\delta\cos Kd_0,\\
S_+-S_-&=2C\cos K\delta\sin Kd_0,\\
\tan K\delta&=\tan Kd_0\,\frac{S_++S_-}{S_+-S_-}.
\end{align}
If both signals contain an offset $e$, the sum gains $2e$ and the difference is unchanged. Then $\tan K\delta$ is raised by $e/(C\cos K\delta\cos Kd_0)$. For a small overlay and a small error,
\begin{equation}
\delta_{\rm err}\simeq\frac{e}{CK\cos Kd_0},
\label{eq:err}
\end{equation}
where $CK$ is the slope at $\delta=0$. At leading order, for fixed $e$ and nearly constant $|a||b|$, the error grows as $1/|\sin\beta|$ on approach to a blind point, until the small-error form fails. At full contrast the blind points are displaced, and close to them the slope itself must be used.

Take $\delta=3$ nm, $d_0=20$ nm and full contrast. At 540 nm the formula returns 3.01 nm, and at 641.6 nm, which is 5 nm from the blind point, 2.99 nm. At this distance from the blind point, and without disturbances, the small slope does little harm. Much closer in, the sine term becomes small while higher harmonics present at full contrast remain, and the two-pad formula itself fails. Three disturbances add the following errors, in nm:

\begin{center}
\begin{tabular}{lrr}
 & 540 nm & 641.6 nm\\
\hline
offset $10^{-5}$ of incident power & 0.05 & $-1.04$\\
illumination tilt $0.05^\circ$ & $-1.05$ & 0.89\\
buried-line skew 1 nm & 0.14 & $-0.80$
\end{tabular}
\end{center}

These entries were computed with five orders on each side; with fourteen they move by up to 0.003 nm, so the last digit is uncertain by one (0.89 and $-0.80$ become 0.88 and $-0.79$). The first row follows (\ref{eq:err}): with slope $-9.75\times10^{-6}$ nm$^{-1}$ and $\cos Kd_0=0.989$, the error near the blind point is $-1.04$ nm. Skew means that the lower half of the buried line is displaced by 1 nm relative to its upper half, about an unchanged mean position. Its error grows by less than the ratio of slopes, about 22, so the false signal itself is smaller at 641.6 nm.

The tilt error has a similar magnitude at the two wavelengths. One contribution to it can be derived. A tilt $\theta$ in air adds $\kappa=k_0\sin\theta$ to every lateral wavenumber. In a uniform film with vertical wavenumber $q_f$ for the first orders, $q_f^2=n_f^2k_0^2-K^2$, and the orders $\pm1$ change by $\mp K\kappa/q_f$. By (\ref{eq:uniform}) their phases become $\beta\mp K\kappa D/q_f$, and (\ref{eq:cos}) then contains $\delta-\kappa D/q_f$ in place of $\delta$. This is a parallax between the gratings. Its false signal is proportional to $\sin\beta$, as the true one is, so $\beta$ cancels from this contribution to the error. For $D=330$ nm of uniform oxide it amounts to $-0.21$ nm at 540 nm and $-0.22$ nm at 641.6 nm. In the actual stack the reflections change it: with $\beta_\pm$ the phases of $b/a$ in the two orders under tilt, the shift $(\beta_+-\beta_-)/2K$ is $-0.09$ nm at 540 nm and $-0.37$ nm at 641.6 nm. This is less than a tenth of the calculated error at 540 nm and has the wrong sign at 641.6 nm. The larger remainder comes from other effects of the tilt, which were not separated, so the similar magnitudes at the two wavelengths are not explained here.

\section{The model beside real targets}

The pitch, films and wavelengths are illustrative choices for an overlay target with resist on oxide on silicon, not data for a particular one. The 30 nm gratings were kept thin so that the weak formula remains a rough guide over most of the table, though it is already poor from 480 to about 520 nm (the full slope is 47\% below the weak one at 508 nm) and is off by a third near 600 nm; for a deeper or higher-contrast buried grating it should be checked against the full solution. Real films vary in thickness: a spacer 5 nm thicker moves the weak blind point near 636 nm by 6.4 nm, enough to carry it past the 641.6 nm used above. Changing the silicon index to $3.9+0.03i$ moves it by 0.2 nm, but the oxide index matters far more: 1.46 in place of 1.5 moves it by 15 nm, to 621 nm. Averaging the full slope over 11 equally spaced and equally weighted wavelengths from 535 to 545 nm gives a value 0.4\% below that at 540 nm. Line roughness, finite target size and a filled cone of illumination angles are left out. For this stack, a measuring wavelength should have a large calculated slope and lie farther from a blind point than film variations can move it; a large slope does not by itself make the tilt error small, and this error, about 1 nm at 540 nm for a tilt of $0.05^\circ$, must be assessed separately at the chosen wavelength. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
pitch 850 nm; each grating 30 nm thick
oxide spacer 300 nm, lower oxide 100 nm
indices: resist 1.6, oxide 1.5, nitride 2.0, silicon 4.0
slope of I(+1)-I(-1) at delta=0, in 1e-6 of incident power per nm
wavelength(nm) beta/pi  |a|     |b|    weak slope  full slope
     460        0.184   0.0407  0.0823     -45.53      -46.12
     480        0.011   0.0948  0.1045      -8.49      -17.53
     500        1.935   0.1511  0.1286      94.32       55.12
     520        1.883   0.1721  0.1439     208.84      162.60
     540        1.831   0.1483  0.1455     249.02      212.61
     560        1.766   0.1027  0.1386     212.57      192.18
     580        1.659   0.0598  0.1293     146.80      137.27
     600        1.457   0.0333  0.1216      84.03      110.83
     620        1.177   0.0267  0.1172      33.38       37.45
     640        0.967   0.0288  0.1166      -6.83       -6.67
     660        0.797   0.0305  0.1198     -40.57      -42.26
     680        0.618   0.0338  0.1266     -70.77      -73.92
     700        0.446   0.0434  0.1367     -98.07     -102.26
     720        0.319   0.0607  0.1488    -119.61     -123.73
     740        0.234   0.0820  0.1604    -128.51     -130.97
     760        0.175   0.1015  0.1678    -117.71     -117.75
blind wavelength, weak formula: 636.30 nm = 1.9485 eV
beta/pi there (mod 2): 1.0000
travel phase/pi there: 2.904
blind wavelength from travel phase alone: 618.56 nm
blind wavelength, full contrast: 636.61 nm = 1.9476 eV
test contrast scale: 0.02
largest relative amplitude error at that scale: 4.8e-05
largest sine-law error / (4(q/k)|a||b|): 2.8e-05
relative-error ratio on doubling contrast: 3.999
uniform medium, index 1.5, wavelength 600 nm, n=3:
  blind distance: formula 318.750 nm, rigorous 318.750 nm
total reflector: largest signal / (4(q/k)|a||b|): 4.7e-05
good wavelength (largest full slope in table): 540 nm
near-blind wavelength: 641.61 nm
full slope near blind: -9.750 (1e-6 per nm)
slope change, 5 to 9 orders each side: 0.008 %
true overlay 3.0 nm, pad bias +-20 nm
good: recovered overlay, full contrast: 3.012 nm
  added by offset 1e-05 of incident power: 0.047 nm
  added by tilt 0.05 deg: -1.053 nm
  added by buried-line skew 1 nm: 0.136 nm
near-blind: recovered overlay, full contrast: 2.989 nm
  added by offset 1e-05 of incident power: -1.039 nm
  added by tilt 0.05 deg: 0.886 nm
  added by buried-line skew 1 nm: -0.795 nm
blind shift, silicon index 3.9+0.03i: 0.22 nm
blind shift, spacer 5 nm thicker: 6.37 nm
slope change at good wavelength, 10 nm flat band: -0.40 %
\end{verbatim}
